# Why Arrhenius fits to repeated rate measurements show apparent compensation

**Q.** I measure hydrogen desorption from Si(100) between 760 and 800 K, fit each run to an Arrhenius law, and plot the fitted $\ln A$ against the fitted barrier. The points from nominally identical surfaces fall on a rising straight line. Does that show that the surfaces differ and that their prefactors compensate their barriers?

**A.** Not by itself. First work out what the plot looks like when the surfaces do not differ at all. Let run data be taken at $n$ temperatures, with

$$x_i=\frac{1}{k_BT_i},\qquad y_i=\ln k_i=\ln A-Ex_i+\varepsilon_i .$$

The true $E$ and $A$ are the same in every run. The errors $\varepsilon_i$ are independent, with mean zero and equal variance $s^2$, and the $x_i$ are known. In atomic units $E$ is in hartree and $x$ in inverse hartree. I keep $k_B$ visible, so the formulas also hold with eV and K. Inside the logarithms $k$ and $A$ are divided by a unit of rate. Changing that unit shifts every $\ln A$ equally and cannot affect a slope.

**Q.** What does the least-squares fit do with those errors?

**A.** Call the fitted barrier $e$ and the fitted log prefactor $a$. They minimise $\sum_i(y_i-a+ex_i)^2$. Setting the derivative with respect to $a$ to zero gives

$$\sum_i(y_i-a+ex_i)=0\quad\Rightarrow\quad a=\bar y+\bar x\,e, \tag{1}$$

where bars are averages over the $n$ points. The fitted line passes through the centroid of its data. The derivative with respect to $e$ gives $\sum_i x_i(y_i-a+ex_i)=0$. Subtract $\bar x$ times the first condition and write $d_i=x_i-\bar x$:

$$\sum_i d_i(y_i-a+ex_i)=0 .$$

Since $\sum_i d_i=0$, the term in $a$ vanishes and $\sum_i d_ix_i=\sum_i d_i^2\equiv S$. Hence

$$e=-\frac1S\sum_i d_iy_i . \tag{2}$$

Inserting the model, $\sum_i d_iy_i=-ES+\sum_i d_i\varepsilon_i$, so

$$e-E=-\frac1S\sum_i d_i\varepsilon_i .$$

The mean of the data is $\bar y=\ln A-E\bar x+\bar\varepsilon$, and (1) becomes

$$a-\ln A=\bar\varepsilon+\bar x\,(e-E). \tag{3}$$

The error of the log prefactor has two parts: an error in the height of the line at the centre of the data, and the barrier error carried from $\bar x$ back to $x=0$, where $\ln A$ is read.

**Q.** Could those two parts be correlated and spoil the simple picture?

**A.** For equal, independent errors they are uncorrelated:

$$\operatorname{Cov}(\bar\varepsilon,e)=-\frac{1}{nS}\sum_i d_i s^2=0,$$

because the $d_i$ sum to zero. The variances are $\operatorname{Var}\bar\varepsilon=s^2/n$ and

$$\operatorname{Var}e=\frac{1}{S^2}\sum_i d_i^2s^2=\frac{s^2}{S}.$$

From (3) it follows that

$$\operatorname{Cov}(a,e)=\bar x\frac{s^2}{S},\qquad \operatorname{Var}a=\frac{s^2}{n}+\bar x^2\frac{s^2}{S}.$$

The regression slope of $a$ on $e$ is the covariance divided by the variance of $e$:

$$\frac{\operatorname{Cov}(a,e)}{\operatorname{Var}e}=\bar x=\overline{\left(\frac{1}{k_BT}\right)} . \tag{4}$$

With $\sigma_x^2=S/n$, the correlation coefficient is

$$\rho=\frac{\bar x\,s/\sqrt S}{\sqrt{s^2/n+\bar x^2s^2/S}}=\frac{1}{\sqrt{1+(\sigma_x/\bar x)^2}} . \tag{5}$$

Your plot therefore has a compensation line even when there is nothing to compensate. Its isokinetic temperature, defined by setting the slope equal to $1/(k_BT_{\rm iso})$, is the harmonic mean of the measuring temperatures.

**Q.** The noise has dropped out of both the slope and the correlation. What does it control?

**A.** It controls how far the points spread along the line. In a narrow window $dx=-dT/(k_BT^2)$, so $\sigma_x\approx\sigma_T/(k_BT^2)$, where $\sigma_T$ is the rms width of the temperature set. Then

$$\sqrt{\operatorname{Var}e}=\frac{s}{\sqrt n\,\sigma_x}\approx\frac{s\,k_BT^2}{\sqrt n\,\sigma_T}.$$

Halving the window doubles the barrier error. As $\sigma_x\to0$ this error diverges and $\rho\to1$. In the opposite formal limit, $\bar x\to0$, the correlation vanishes, because $\ln A$ would then be read at the centre of the data. The correlation comes from the distance between the data and the intercept.

**Q.** Put numbers on my experiment.

**A.** I take rough typical values for this system, $E=2.5$ eV and $A=10^{15}\ \mathrm{s^{-1}}$, and choose an error $s=0.10$ in $\ln k$. The temperatures are 760, 770, 780, 790 and 800 K. The rate constant rises from 0.026 to 0.178 $\mathrm{s^{-1}}$ across them. The values of $x$ are 15.2691, 15.0708, 14.8776, 14.6893 and 14.5056 $\mathrm{eV^{-1}}$, which give

$$\bar x=14.8825\ \mathrm{eV^{-1}},\quad S=0.3643\ \mathrm{eV^{-2}},\quad \sigma_x=0.2699\ \mathrm{eV^{-1}} .$$

The standard deviation of the barrier is $0.10/\sqrt{0.3643}=0.166$ eV. That of $\ln A$ is 2.47, or 1.07 decades in $A$. The correlation is 0.9998, and $\bar x$ corresponds to 780 K.

I then simulated runs by adding Gaussian random errors to the true $\ln k$. The first gave $\ln(k\,\mathrm s)=-3.6699,\,-3.1872,\,-2.6744,\,-2.1991,\,-1.7845$, with mean $-2.7030$. Because the $d_i$ sum to zero, $y_i$ in (2) may be replaced by $y_i-\bar y$:

$$\begin{aligned}\sum_i d_i(y_i-\bar y)={}&0.3866(-0.9669)+0.1883(-0.4842)\\&-0.0049(0.0286)-0.1932(0.5039)\\&-0.3769(0.9185)=-0.9086 .\end{aligned}$$

So $e=0.9086/0.3643=2.494$ eV, and (1) gives $a=-2.703+14.8825\times2.4942=34.42$, or $\log_{10}(A\,\mathrm s)=14.95$. The first twelve runs are these:

| Run | $e$ (eV) | $\log_{10}(A\,\mathrm s)$ |
|---|---|---|
| 1 | 2.494 | 14.95 |
| 2 | 2.336 | 13.96 |
| 3 | 2.362 | 14.13 |
| 4 | 2.427 | 14.51 |
| 5 | 2.459 | 14.74 |
| 6 | 2.254 | 13.40 |
| 7 | 2.636 | 15.87 |
| 8 | 2.638 | 15.91 |
| 9 | 2.497 | 14.98 |
| 10 | 2.362 | 14.12 |
| 11 | 2.497 | 14.97 |
| 12 | 2.605 | 15.68 |

With $\ln A$ plotted against $e$, a straight line through them has slope 14.86 $\mathrm{eV^{-1}}$, an isokinetic temperature of 781 K and a correlation of 0.9998. All twelve surfaces are identical by construction.

**Q.** Runs 6 and 8 differ by 2.5 decades in $A$. How can both describe the same surface?

**A.** They nearly agree where you measured: inside the window their fitted $\ln k$ differ by at most 0.22, while their $\ln A$ differ by 5.8. The fitted $\ln k$ at any $x$ is, from (3),

$$a-ex=\ln A-Ex+\bar\varepsilon+(\bar x-x)(e-E),$$

and, since $\bar\varepsilon$ and $e$ are uncorrelated,

$$\operatorname{Var}(a-ex)=s^2\left[\frac1n+\frac{(x-\bar x)^2}{S}\right]. \tag{6}$$

At $x=\bar x$ the standard deviation is $0.10/\sqrt5=0.045$. At 900 K it is 0.33, and at $x=0$ it is the 2.47 found above. The bundle of fitted lines is narrowest at $\bar x$, inside the window, and fans out on either side. The isokinetic point is that waist. The lines do not all meet there: two of them cross at $\bar x+\Delta\bar\varepsilon/\Delta e$, a ratio of independent Gaussian errors that has a Cauchy distribution of scale $\sigma_x$. Only about 61 per cent of pairs cross inside the window, and 38 of the 66 pairs in the table do.

Equation (6) also suggests a better way to report the result: write $k=k_0\exp[-E(x-\bar x)]$ and quote $k_0$, the fitted rate at the centre, with $E$. Under the present assumptions the errors of $\ln k_0$ and $E$ are uncorrelated. If you quote $A$ instead, quote its covariance with $E$ too.

**Q.** With only a dozen runs, might the slope miss $\bar x$ by a wide margin?

**A.** Its scatter can be found for Gaussian errors. Number the runs $j=1,\dots,M$. By (3), $a_j=\text{constant}+\bar x e_j+\bar\varepsilon_j$, so the slope drawn through the batch is

$$b_M=\bar x+\frac{\sum_j(e_j-\langle e\rangle)\bar\varepsilon_j}{Q},\qquad Q=\sum_j(e_j-\langle e\rangle)^2,$$

where $\langle e\rangle$ is the batch mean. For Gaussian errors zero covariance implies independence, so at given $e_j$ the second term has variance $(s^2/n)/Q$. Also $Q=(s^2/S)\chi^2$, where $\chi^2$ is a chi-squared variable with $M-1$ degrees of freedom. The noise cancels:

$$\frac{s^2/n}{Q}=\frac{S/n}{\chi^2}=\frac{\sigma_x^2}{\chi^2}.$$

Thus $(b_M-\bar x)\sqrt{M-1}/\sigma_x$ follows Student's $t$ distribution with $M-1$ degrees of freedom. The mean of $1/\chi^2$ is $1/(M-3)$ for $M>3$, so the standard deviation of $b_M$ is $\sigma_x/\sqrt{M-3}$.

For twelve runs this is $0.2699/3=0.090\ \mathrm{eV^{-1}}$, or 0.6 per cent of $\bar x$, which is about 5 K in the isokinetic temperature. In 20,000 simulated batches the standard deviation was 0.089 $\mathrm{eV^{-1}}$, and 99.97 per cent of the slopes corresponded to temperatures inside the window; the $t$ distribution gives 99.93 per cent. More precise rate measurements would shorten the line without changing this distribution of slopes.

**Q.** My samples probably do differ a little. Does a narrow window still matter?

**A.** This is where it matters most. Let run $j$ have true values $E_j$ and $\ln A_j$, and let its barrier error be $\eta_j=e_j-E_j$. Then $a_j=\ln A_j+\bar\varepsilon_j+\bar x\eta_j$. Take the errors to be independent of the true values. With $V_t=\operatorname{Var}E_j$, $C=\operatorname{Cov}(\ln A_j,E_j)$ and $V_e=s^2/S$,

$$\text{slope}=\frac{C+\bar xV_e}{V_t+V_e}. \tag{7}$$

This is a weighted average of the true slope $C/V_t$ and the error slope $\bar x$. If the true prefactor is constant, $C=0$ and the slope is $\bar xV_e/(V_t+V_e)$. In that case $\operatorname{Var}a=\bar x^2V_e/\rho^2$, by (5), and the observed correlation is

$$\frac{\bar xV_e}{\sqrt{V_t+V_e}\;\bar x\sqrt{V_e}/\rho}=\rho\sqrt{\frac{V_e}{V_t+V_e}} .$$

The next table holds fixed the central temperature of 780 K, five equally spaced points, $s=0.10$, a true barrier spread of 0.10 eV and a common true $A$.

| Window (K) | Error of $e$ (eV) | Slope (eV$^{-1}$) | Correlation |
|---|---|---|---|
| 20 | 0.331 | 13.6 | 0.96 |
| 40 | 0.166 | 10.9 | 0.86 |
| 80 | 0.083 | 6.0 | 0.64 |
| 160 | 0.041 | 2.2 | 0.38 |

The correlation of the errors alone stays above 0.997 in all four windows. Widening the window barely weakens that correlation; it shrinks the errors until the real differences dominate.

The 40 K row also carries a warning. Its slope would be read as an isokinetic temperature of $780\times14.88/10.91\approx1060$ K, well outside the window, although these samples have no real compensation. An isokinetic temperature outside the window therefore does not establish real compensation.

**Q.** My slow rates at the cold end are noisier. Is the slope still the plain mean of $1/(k_BT)$?

**A.** It moves. Let the variances be $s_i^2$ and weight the fit with $w_i=1/s_i^2$. The argument for (1) and (2) then holds with weighted averages. Put $W=\sum_iw_i$, $x_w=\sum_iw_ix_i/W$, $d_i'=x_i-x_w$ and $S_w=\sum_iw_id_i'^2$. The height and barrier errors have covariance

$$-\sum_i\frac{w_i}{W}\,\frac{w_id_i'}{S_w}\,s_i^2=-\frac{1}{WS_w}\sum_iw_id_i'=0,$$

so the slope is the weighted mean $x_w$, which lies inside the window. An unweighted fit has $\operatorname{Cov}(\bar\varepsilon,e)=-\sum_id_is_i^2/(nS)$ and $\operatorname{Var}e=\sum_id_i^2s_i^2/S^2$. Its slope is therefore

$$\bar x-\frac{S\sum_id_is_i^2}{n\sum_id_i^2s_i^2}.$$

If the error in $\ln k$ falls linearly from 0.20 at 760 K to 0.05 at 800 K, the weighted slope is 14.64 and the unweighted slope 14.71 $\mathrm{eV^{-1}}$, both inside the window. The unweighted slope can leave it. If the term $d_i^2s_i^2$ of one point $i$ dominates its sum, the slope tends to $\bar x-S/(nd_i)$, which is far from $\bar x$ when that point is near the centre. Such a point has a small $d_i$, so it must be very much noisier than the others. If the error at the middle temperature here is a hundred times that at the other four, the slope is 20.8 $\mathrm{eV^{-1}}$; if it is only ten times as large, the slope is 14.98 $\mathrm{eV^{-1}}$, still inside the window.

**Q.** What about the thermometer? Its error is often the same throughout a run.

**A.** Such an error has a different slope. Suppose the reading is too high by $\delta$, so the true temperature is $T-\delta$ when $T$ is read. To first order in $\delta/T$,

$$\frac{1}{k_B(T-\delta)}\approx x+k_B\delta\,x^2 .$$

In a narrow window $x^2\approx\bar x^2+2\bar x(x-\bar x)=2\bar xx-\bar x^2$. The data then follow

$$y\approx\left(\ln A+Ek_B\delta\bar x^2\right)-\left(E+2Ek_B\delta\bar x\right)x .$$

The shifts of $\ln A$ and $E$ have the ratio $\bar x/2$. Offsets that vary from run to run, acting alone, would give an isokinetic temperature near twice the measuring temperature.

For $\delta=2$ K the barrier shifts by 0.013 eV and $\ln A$ by 0.095. When offsets with a standard deviation of 2 K were added to the random errors in the simulation, the slope moved from 14.88 to 14.84 $\mathrm{eV^{-1}}$ and the correlation fell to 0.9991.

A scale error behaves differently again. If the reading is $(1+g)$ times the true temperature, the true inverse energy is $(1+g)x$. The fit returns $(1+g)E$ and the correct $A$, so the compensation slope is zero. One per cent shifts the barrier by 0.025 eV.

An unknown factor multiplying all rates in a run, with standard deviation $b$ in $\ln k$, moves $a$ but not $e$. It adds $b^2$ to $\operatorname{Var}a$, leaves the slope at $\bar x$, and changes (5) to

$$\rho^2=\frac{1}{1+(\sigma_x/\bar x)^2(1+nb^2/s^2)} .$$

Even $b=0.30$ leaves a correlation of 0.993 here. The slope stays at $\bar x$ only on average. In the batch argument $s^2/n$ becomes $s^2/n+b^2$, so the standard deviation of $b_M$ grows by the factor $\sqrt{1+nb^2/s^2}$, which is larger when $s$ is smaller. For twelve runs with $b=0.30$ it is 0.61 $\mathrm{eV^{-1}}$, about 30 K, and only half of the slopes correspond to temperatures inside the window. Offsets of 2 K added to the random errors likewise raise it from 0.090 to 0.21 $\mathrm{eV^{-1}}$.

**Q.** How far is this model from real hydrogen desorption on silicon?

**A.** The case matters because desorption frees surface sites during low-temperature silicon deposition. The model describes isothermal desorption at a fixed coverage. In a growth reactor hydrogen is also being supplied, so a growth rate is not directly this rate constant.

The first-order law is itself approximate. If hydrogen desorbs from doubly occupied surface dimers, the law is exact only when all the atoms are paired, and at finite temperature the pairing is incomplete. To size this, I gave empty, singly and doubly occupied dimers the weights $1$, $2z$ and $z^2e^{ux}$, with a rough pairing energy $u=0.25$ eV and $z$ fixed by the coverage. Desorption was taken proportional to the doubly occupied fraction. Fits over the same five temperatures shift the barrier by $-0.036$, $-0.017$ and $-0.007$ eV at coverages 0.2, 0.5 and 0.8. Runs at different coverages can thus differ by up to about 0.03 eV within this range, still well below the random error of 0.166 eV. At lower coverage the shift grows, to $-0.08$ eV at 0.05 and $-0.12$ eV at 0.02, so it matters how far a decay is followed. The estimate also assumes this one pathway; desorption involving neighbouring dimers is not covered by it.

A prefactor proportional to $T$ would add 0.067 eV to the fitted barrier. A Wigner tunnelling factor $1+(\hbar\omega x)^2/24$, with a rough barrier-mode energy $\hbar\omega=0.10$ eV, would subtract 0.011 eV. The full parabolic-barrier factor gives 0.013 eV for this mode energy and 0.035 eV for 0.16 eV, so only the order of size is fixed. If these effects are identical in every run, they bias the fit but create no scatter between runs. Independent temperature errors of 1 K at each point act like an error of 0.048 in $\ln k$ and alone give a barrier scatter of 0.079 eV.

**Q.** Then how do I recognise real compensation, especially if its slope happens to equal $\bar x$?

**A.** The slope cannot decide that case: with $C=\bar xV_t$, (7) gives $\bar x$ whatever the noise. Plotting the mean $\ln k$ against $e$ does not help either. Its covariance with $e$ is $C-\bar xV_t$, which vanishes both for this compensation and for identical samples.

Use the length of the line instead. Each run's residuals estimate $s^2$ independently of its fitted barrier when the errors are Gaussian. Pool them as $s_p^2$, the sum of all squared residuals divided by $M(n-2)$, and form

$$F=\frac{S\,\operatorname{Var}_M(e)}{s_p^2},$$

where $\operatorname{Var}_M$ is the sample variance with divisor $M-1$. For identical samples the numerator and denominator both estimate $s^2$, and $F$ follows the $F$ distribution with $M-1$ and $M(n-2)$ degrees of freedom. A real barrier spread multiplies the expected numerator by $1+V_t/V_e$. The ratio tests only whether the barriers differ, not whether the prefactors follow them. If the barriers do differ and the slope over many runs is $\bar x$, (7) gives $C=\bar xV_t$, so the real differences compensate with that same slope. When $V_t$ is small beside $V_e$, however, the slope depends only weakly on $C/V_t$, and a dozen runs cannot fix the true slope closely.

For the twelve runs above $F=0.71$, while the 5 per cent limit is 2.07, so the barriers scatter no more than the residual noise explains. I also simulated batches with real compensation of slope $\bar x$ and a barrier spread of 0.30 eV; 90 per cent of them exceeded the limit. A spread of 0.10 eV would be hard to see, since it raises the expected numerator by a factor of only $1+0.10^2/0.166^2\approx1.4$. A small $F$ therefore does not prove that the samples are identical.

Nor does a large $F$ prove different chemistry. Run-wide temperature errors also spread the barriers without appearing fully in the residuals. In this example offsets of 2 K add a spread of only 0.013 eV, too little to matter beside 0.166 eV, but they could raise $F$ noticeably if the random errors were much smaller. To measure that contribution, repeat the same sample and remount it and its thermometer each time, because an offset that stays constant does not show up as scatter, and widen the window as far as the mechanism and coverage remain the same.
